# Spurious energy of a periodic point charge in an isotropic dielectric

**Q.** I want the energy of one charged defect in a large crystal, but my calculation repeats the defect in every supercell. What exactly is the spurious energy?

**A.** Reduce the problem to electrostatics. A charge $q$ sits at each point $\mathbf R$ of a lattice with cell volume $V$. A uniform density $-q/V$ neutralizes each cell. The crystal is replaced by a linear, homogeneous, isotropic dielectric of relative permittivity $\varepsilon$ that fills all space. Let $E_{\rm per}$ be the energy per cell, and $E_{\rm iso}$ the energy of a single such charge, without background, in the same infinite dielectric. Then

$$E_{\rm sp}=E_{\rm per}-E_{\rm iso}.$$

The wanted energy is $E_{\rm iso}=E_{\rm per}-E_{\rm sp}$, so the correction to add is $-E_{\rm sp}$. I use Gaussian units; for SI, replace $q^2$ by $q^2/(4\pi\varepsilon_0)$ in the energies, and $4\pi\chi$ by $\chi$ in the relation between permittivity and susceptibility.

**Q.** The dielectric screens every charge to $q/\varepsilon$. Two screened charges should then interact with a factor $1/\varepsilon^2$.

**A.** That counts the Coulomb energy of the screened charges but omits the energy stored in polarizing the medium. Take one wave of free charge, $\rho\cos(\mathbf G\cdot\mathbf r)$. In an isotropic medium the polarization it induces is along $\mathbf G$; write it as $\mathbf P=s\,\hat{\mathbf G}\sin(\mathbf G\cdot\mathbf r)$. The bound charge is $-\nabla\cdot\mathbf P=-Gs\cos(\mathbf G\cdot\mathbf r)$, so the total amplitude is $\rho-Gs$ and the potential amplitude is $4\pi(\rho-Gs)/G^2$.

The mean Coulomb energy density is half of charge times potential. The polarization cost is $P^2/(2\chi)$, with $\chi$ the susceptibility. Both carry a factor $\tfrac12$ from averaging a squared wave:

$$w=\frac12\left[\frac{2\pi(\rho-Gs)^2}{G^2}+\frac{s^2}{2\chi}\right].$$

The medium chooses $s$ to minimize $w$:

$$-\frac{4\pi(\rho-Gs)}{G}+\frac{s}{\chi}=0
\quad\Rightarrow\quad Gs=\frac{4\pi\chi}{1+4\pi\chi}\,\rho .$$

With $\varepsilon=1+4\pi\chi$, this gives $\rho-Gs=\rho/\varepsilon$, the screening you had in mind. The two terms in the bracket become

$$\frac{2\pi\rho^2}{\varepsilon^2G^2}+\frac{2\pi\rho^2}{\varepsilon^2G^2}\,4\pi\chi
=\frac{2\pi\rho^2}{\varepsilon^2G^2}(1+4\pi\chi)=\frac{2\pi\rho^2}{\varepsilon G^2}.$$

The first term alone has your $1/\varepsilon^2$; the sum has $1/\varepsilon$. Since waves with different $\mathbf G$ do not mix in a homogeneous linear medium, the total energy is

$$E=\frac12\int\rho\,\varphi\,d^3r,\qquad \varepsilon\nabla^2\varphi=-4\pi\rho,$$

where $\rho$ is now the free charge density.

The permittivity must describe whatever is allowed to respond: electrons alone if the ions are held fixed, electrons and ions if both relax.

**Q.** In a periodic system the potential is defined only up to a constant. Doesn't that make the energy arbitrary?

**A.** Not for a neutral cell. Replacing $\varphi$ by $\varphi+C$ changes the energy per cell by $\tfrac12C\int_{\rm cell}\rho_{\rm tot}\,d^3r=0$, where $\rho_{\rm tot}$ includes the background. We may therefore choose $\varphi$ to have zero mean. The background then contributes $\tfrac12(-q/V)\int_{\rm cell}\varphi\,d^3r=0$, leaving only the charge itself multiplied by the zero-mean potential.

In Fourier form, let $\rho_{\mathbf G}$ be the transform of the charge in one cell without its background. Poisson's equation gives potential coefficients $4\pi\rho_{\mathbf G}/(\varepsilon VG^2)$ for $\mathbf G\ne0$, hence

$$E_{\rm per}=\frac{2\pi}{\varepsilon V}\sum_{\mathbf G\neq0}\frac{|\rho_{\mathbf G}|^2}{G^2}.$$

The background has removed the $\mathbf G=0$ term.

A charged-defect formation energy also contains $q$ times an electron reference level. Aligning that level between two calculations is not covered by this invariance. Nor is it independent of the size term derived below.

**Q.** For a point charge both energies are infinite. How can you subtract them?

**A.** Give the charge a finite width first. Let it be $q\,g_\sigma(\mathbf r)$, where $g_\sigma$ is a normalized Gaussian with variance $\sigma^2$ along each axis. Let $\varphi_{\rm per}$ be the zero-mean potential of the periodic point charges, and define

$$D(\mathbf r)=\varphi_{\rm per}(\mathbf r)-\frac{q}{\varepsilon r}.$$

The singularity at the origin cancels in $D$. Smearing the source smears its potential in the same way. The energy contains one Gaussian for the source and another for the charge that feels the potential. Two Gaussians combine into one with variance $2\sigma^2$ per axis, so

$$E_{\rm sp}(\sigma)=\frac q2\int g_{\sqrt2\sigma}(\mathbf r)\,D(\mathbf r)\,d^3r .$$

The integral runs over all space: the parts of neighbouring clouds that enter one cell have been put back onto a single cloud, which periodicity allows. As $\sigma\to0$ the Gaussian picks out the origin, and

$$E_{\rm sp}=\tfrac12\,q\,D(0).$$

This is finite although each energy diverges.

**Q.** Why the half? If the images and the background produce a potential $D(0)$ at my charge, I would write $qD(0)$.

**A.** That would be right for a charge brought into a fixed external potential. Here the images are copies of the charge and the background neutralizes them, so both grow with it. Build up all charges together as $\lambda q$, with $\lambda$ going from 0 to 1. The potential is then $\lambda D(0)$, and the work per cell is

$$\int_0^1 \lambda D(0)\,q\,d\lambda=\tfrac12qD(0).$$

Equivalently, the energy of a pair of images is shared between two cells.

**Q.** How does $D(0)$ depend on the cell size?

**A.** Choose a length $L$ that scales with the cell, such as the edge of a cubic cell. Put $\mathbf r=L\mathbf x$, $\mathbf R=L\mathbf X$, $V=L^3v$ and $\varphi_{\rm per}=(q/\varepsilon L)\,u(\mathbf x)$. The equation to solve is

$$\varepsilon\nabla_r^2\varphi_{\rm per}=-4\pi q\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right].$$

On the left, $\nabla_r^2=L^{-2}\nabla_x^2$ gives $qL^{-3}\nabla_x^2u$. On the right, the delta functions and $1/V$ each give a factor $L^{-3}$. Cancelling $qL^{-3}$ leaves

$$\nabla_x^2u=-4\pi\left[\sum_{\mathbf X}\delta(\mathbf x-\mathbf X)-\frac1v\right].$$

Neither $q$, $\varepsilon$ nor $L$ remains. With zero mean, the periodic solution $u$ is unique and depends only on the lattice shape. Define the Madelung constant by

$$\alpha=-\lim_{x\to0}\left[u(\mathbf x)-\frac1x\right].$$

Then $D(0)=-\alpha q/(\varepsilon L)$, and

$$\boxed{E_{\rm sp}=-\frac{\alpha q^2}{2\varepsilon L}}$$

For a point charge in this model there are no further powers of $1/L$.

**Q.** You have put the minus sign into a definition. Why should $\alpha$ be positive?

**A.** For a compact cell, replace the cell by a neutral sphere of radius $a$ and volume $V$, with $\varepsilon=1$. The uniform background contains charge $3qr^2dr/a^3$, in magnitude, between $r$ and $r+dr$. Its attraction to the central charge is

$$-q\int_0^a\frac{3qr^2}{a^3}\frac{dr}{r}=-\frac{3q^2}{2a}.$$

Its self-repulsion, found by adding shells to the charge $qr^3/a^3$ already inside, is

$$\int_0^a\frac{qr^3}{a^3}\,\frac{3qr^2}{a^3}\,\frac{dr}{r}=\frac{3q^2}{5a}.$$

The sum is $-9q^2/(10a)$: attraction wins. Such spheres have no outside field, so separate spheres would not interact. Setting the sum equal to $-\alpha q^2/(2L)$ with $L=V^{1/3}=(4\pi/3)^{1/3}a$ gives

$$\alpha\approx\frac95\left(\frac{4\pi}{3}\right)^{1/3}=2.902 .$$

This is an estimate, because spheres do not fill space.

**Q.** Then give me the actual number for a cubic lattice.

**A.** The sum of $1/R$ does not converge by itself, so split each potential with a parameter $\eta>0$:

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

Take $q=\varepsilon=1$. The first part is short-ranged and can be summed over $\mathbf R$. To give it zero mean, subtract

$$\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{4\pi}{V}\,\frac1{4\eta^2}=\frac{\pi}{\eta^2V}.$$

The second part is the potential of a Gaussian charge whose transform is $e^{-G^2/4\eta^2}$. Its zero-mean periodic sum at the origin is $(4\pi/V)\sum_{\mathbf G\ne0}e^{-G^2/4\eta^2}/G^2$.

Finally remove the point charge's own $1/r$. In the short-range part this leaves $[\operatorname{erfc}(\eta r)-1]/r=-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Collecting terms and reversing the sign,

$$\frac{\alpha}{L}=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2V}
-\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}R
-\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}.$$

For a simple cubic cell with $L=1$ and $\eta=\sqrt\pi$, the first two terms are $2+1=3$. The sums are positive and converge fast, bringing the result down to $\alpha=2.8373$. That is about 2% below the sphere estimate.

For other lattices, state which length is used. The face-centred cubic lattice has $\alpha=4.5849$ if $L$ is the cubic edge, but $2.8883$ if $L=V^{1/3}$. The ratio $\alpha/L$, and hence the energy, is the same.

**Q.** That calculation assumes zero mean potential from the start. Can you get the number without it?

**A.** Yes. Build a finite cube from $M^3$ neutral cubic cells of unit edge, each with a unit charge at its centre, and use the ordinary potential that vanishes at infinity. Without the self-energy of the point charge, the energy of the central cell is

$$\tfrac12\left[\varphi(0)-\langle\varphi\rangle\right],$$

where $\varphi(0)$ excludes the charge's own $1/r$ and $\langle\varphi\rangle$ is the average of the full potential over the cell. The second term is the background's share. Comparison with $-\alpha/2$ gives $\alpha=\langle\varphi\rangle-\varphi(0)$.

The average is not zero. Let $U(\mathbf r)$ be the potential of a uniform unit density filling the large cube. Averaging the point-charge potentials over the central cell gives $U(0)$, because the shifted cells together cover the cube. The background contributes $-\langle U\rangle$. Near the centre, $\nabla^2U=-4\pi$ and cubic symmetry give $U=U(0)-\tfrac{2\pi}{3}r^2$ plus terms that vanish for large $M$. Since $\langle r^2\rangle=3\times\tfrac1{12}=\tfrac14$,

$$\langle\varphi\rangle\to\frac{2\pi}{3}\cdot\frac14=\frac\pi6 .$$

For $M=41$ the computed values are $\varphi(0)=-2.3137$ and $\langle\varphi\rangle=0.5236$, so $\alpha=0.5236+2.3137=2.8373$. The program also combines the results for $M=21$ and $M=41$ into an extrapolated value, and its test requires that value to agree with the split sum to within $10^{-5}$.

**Q.** The result for $M=21$ already agrees to six decimals. Isn't that suspiciously fast?

**A.** It follows from neutrality and cubic symmetry. A distant neutral cubic cell has no dipole or quadrupole, so its potential falls as $R^{-5}$, and summing over all omitted cells gives an error of order $M^{-2}$ in $\varphi(0)$. But nearly the same constant enters $\langle\varphi\rangle$ and cancels. The omitted cells have no charge inside the central cell, so their potential there is harmonic. Cubic symmetry allows no harmonic terms of first, second or third degree, so the first variation of this outside potential across the central cell is of fourth degree in $\mathbf r$. Its coefficient falls as $R^{-9}$ per omitted cell, or $M^{-6}$ after summation. The program's extrapolation assumes an $M^{-2}$ error, which is the order for $\varphi(0)$ and $\langle\varphi\rangle$ separately but not for their difference $\alpha$. It is therefore unnecessary here, though harmless at these sizes.

**Q.** Put in numbers that resemble a supercell.

**A.** Take round model values: $\varepsilon=12$, $q=e$ and a cubic edge of 10 Å. With $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å,

$$E_{\rm sp}=-\frac{2.8373\times14.3996}{2\times12\times10}\ {\rm eV}=-0.170\ {\rm eV}.$$

The correction is $+0.170$ eV. For charge $2e$ the spurious energy is four times larger, $-0.681$ eV. Tripling the edge to 30 Å reduces the value for charge $e$ to $-0.057$ eV. Reaching $0.01$ eV in magnitude by size alone needs

$$L=\frac{2.8373\times14.3996}{2\times12\times0.01}\ \text{Å}=170\ \text{Å},$$

which is nearly 5000 times the volume of the first cell.

**Q.** A defect charge is not a point. What does its size change?

**A.** Return to $E_{\rm sp}(\sigma)$. Inside the sphere reaching to the nearest image, $D$ feels only the background, so $\nabla^2D=4\pi q/(\varepsilon V)$. Subtracting $2\pi qr^2/(3\varepsilon V)$, which has this same Laplacian, leaves a harmonic function. The average of a harmonic function over a sphere is its central value. The spherical average of $D$ is therefore

$$\overline D(r)=D(0)+\frac{2\pi q}{3\varepsilon V}r^2 .$$

The combined Gaussian has $\langle r^2\rangle=3\times2\sigma^2=6\sigma^2$. Apart from its exponentially small tail near the images,

$$E_{\rm sp}(\sigma)=-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi q^2\sigma^2}{\varepsilon V}.$$

For $\sigma=1$ Å and $L=10$ Å, the separately computed periodic and isolated energies are $0.1758$ and $0.3385$ eV. Their difference is $-0.1627$ eV. The formula gives $-0.1702+0.0075=-0.1627$ eV. The tests require agreement within $10^{-9}$ eV at all four edges used.

In a cubic cell the size term, relative to the magnitude of the point term, is $4\pi\sigma^2/(\alpha L^2)$. This is 4.4% at 10 Å and 0.5% at 30 Å. At fixed $L=10$ Å, halving $\sigma$ doubles the isolated energy but divides the deviation from the point law by four, as the $\sigma^2$ term requires. If the charge spreads over the whole cell, the expansion about a compact charge no longer applies.

The same quantity appears in the potential. Away from the charges, the point-charge potential obeys $\nabla^2\varphi_{\rm per}=4\pi q/(\varepsilon V)$. Smearing the source with $g_\sigma$, for which $\langle r^2\rangle=3\sigma^2$, therefore raises the zero-mean potential there by $\frac{2\pi q}{3\varepsilon V}\,3\sigma^2=2\pi q\sigma^2/(\varepsilon V)$. Multiplied by $q$, this equals the size term. A reference level aligned on the potential far from the defect thus carries the same $1/V$ quantity, so the size term and the alignment must be chosen together to avoid counting it twice.

**Q.** Can I reduce the error by lengthening the cell along one direction?

**A.** Not indefinitely. Consider a tetragonal cell $a\times a\times c$ with $c$ large. The charges form sheets of density $q/a^2$, a distance $c$ apart. Between sheets, the potential averaged over the plane obeys $\overline\varphi''=4\pi q/(\varepsilon a^2c)$. The solution symmetric about the midpoint, with zero mean, is

$$\overline\varphi(z)=\frac{2\pi q}{\varepsilon a^2c}\left[\left(z-\frac c2\right)^2-\frac{c^2}{12}\right],\qquad 0<z<c .$$

At a sheet the bracket is $c^2/4-c^2/12=c^2/6$, so

$$\overline\varphi(0)=\frac{\pi q}{3\varepsilon a}\,\frac ca .$$

The potential variations within the planes decay exponentially away from each sheet, so their contribution at the charge becomes independent of $c$. With $L=a$, therefore, $\alpha$ falls by $\pi/3$ for each unit increase of $c/a$. The computed values are $-0.2885$ at $c/a=4$ and $-1.3357$ at $c/a=5$; their difference is $1.0472=\pi/3$.

The sign changes between $c/a=3$, where $\alpha=0.7587$, and $c/a=4$. For $a=10$ Å, $c=50$ Å, $q=e$ and $\varepsilon=12$,

$$E_{\rm sp}=+\frac{1.3357\times14.3996}{2\times12\times10}\ {\rm eV}=+0.080\ {\rm eV}.$$

The formula still holds, but its minus sign no longer means a negative energy. Lengthening the cell further makes the error grow linearly with $c$. The $1/L$ decrease requires enlarging the cell at fixed shape.

**Q.** When should I distrust the formula even in a cubic cell?

**A.** When its model does not describe the system. If the response depends on direction, the scalar $\chi$ used at the start must be replaced by a tensor, and the lattice sum changes. A surface or interface breaks the assumed homogeneity. Near the defect, the response of real atoms is not that of a uniform medium, and elastic interactions between images are absent from this electrostatic energy. The formula removes the point-charge image error; it does not establish that the remaining size errors are small. The full set of values is in the numerical output below.

## Numbers as computed

```
Coulomb constant e^2/(4 pi eps0) = 14.399645 eV angstrom
alpha simple cubic: L=edge 2.837297, L=V^(1/3) 2.837297
alpha body-centred: L=edge 3.639233, L=V^(1/3) 2.888462
alpha face-centred: L=edge 4.584862, L=V^(1/3) 2.888282
alpha of neutral-sphere estimate, L=V^(1/3): 2.901586
direct sum, 21 cells per edge: alpha = 2.837297
direct sum, 41 cells per edge: alpha = 2.837297
  potential at charge -2.313714, cell mean 0.523584 (q/L)
direct sum, extrapolated: alpha = 2.837297
tetragonal cells: c/a, alpha with L=a, alpha with L=V^(1/3)
  1  2.837297  2.837297
  2  1.805842  2.275218
  3  0.758672  1.094195
  4  -0.288525  -0.458005
  5  -1.335723  -2.284054
model: relative permittivity 12, sigma 1.0 angstrom
point charge: L (angstrom), E_sp for q=1 (eV), for q=2 (eV)
  10  -0.17023  -0.68093
  15  -0.11349  -0.45396
  20  -0.08512  -0.34047
  30  -0.05674  -0.22698
edge for |E_sp| = 0.01 eV at q=1: 170.2 angstrom
Gaussian charge q=1, isolated energy: 0.338505 eV
L (angstrom), E_per, E_per-E_iso, point law, size term (eV)
  10  0.175811  -0.162694  -0.170234  0.007540
  15  0.227250  -0.111255  -0.113489  0.002234
  20  0.254331  -0.084174  -0.085117  0.000942
  30  0.282040  -0.056465  -0.056745  0.000279
L=10 angstrom: sigma (angstrom), E_per, E_iso, difference (eV)
  1.00  0.175811  0.338505  -0.162694
  0.50  0.508662  0.677011  -0.168349
  0.25  1.184259  1.354022  -0.169762
```
